The one-loop photon ghost and its removal by Redmond's dispersive construction

Take a model electrodynamics with coupling α = 1 and look at its photon propagator at spacelike momentum Q² = 100 m². Divided by the free propagator 1/Q², the chain of one-loop insertions gives 1.46590891, and its perturbation series, summed to order 20, reproduces this number to 5 × 10⁻¹¹. A second propagator, with the same perturbation coefficients at every order, gives 1.45151894. The series does not approach it: the difference settles at 1.439 × 10⁻². The first function has an unphysical pole at Q² ≈ 65601 m² and the second has none. What follows derives the pole, the second function and the difference between them.

**Conventions and the one-loop input**

Natural units ħ = c = 1 are used, the electron mass m is set to 1 unless displayed, and α = e²/4π is the coupling measured at zero momentum transfer. There is one charged lepton. The metric is (+,−,−,−), and z = Q² = −q² is positive for spacelike q. Between conserved currents, terms proportional to q^μ drop out and the propagator reduces to −g_μν times a scalar function G(z), up to a common phase. For the free photon G = 1/z. An ordinary particle of mass M contributes w/(z + M²) with w > 0, where w is a squared matrix element.

To first order in α the photon field also creates electron-positron pairs. For a pair of invariant mass squared s, the spin sum contracted with −g_μν is

−Tr[(p̸₁+1)γ^μ(p̸₂−1)γ_μ] = 8 p₁·p₂ + 16 = 4(s + 2),

by γ^μp̸γ_μ = −2p̸, γ^μγ_μ = 4 and p₁·p₂ = (s−2)/2. The two-body phase space in the rest frame, with pair energies E = √s/2, momentum p and velocity v = p/E = √(1−4/s), is

(1/4π²) ∫ 4πp² dp/(4E²) δ(√s − 2E) = (1/4π²)(πv/2) = v/8π,

since p dp = E dE. Current conservation fixes the tensor form of the summed current matrix elements as 2πsρ(s)(−g^μν + q^μq^ν/s). Contraction with −g_μν gives 6πsρ, so

6πsρ = 4πα · 4(s+2) · v/8π = 2α(s+2)v,
ρ(s) = aR(s), a = α/3π, R(s) = (1 + 2/s)v.

The field equation □A = j relates each field matrix element to the current matrix element by a factor of modulus 1/s. The spectral density of the field is therefore sρ/s² = ρ/s, and it is positive. The renormalized photon pole keeps residue 1, so the first-order correction to G is ∫ds ρ/[s(s+z)]. Writing it as Π/z defines

Π(z) = z ∫₄^∞ ds ρ(s)/[s(s+z)],

with Π(0) = 0. Positivity of the spectral density has fixed its sign.

To evaluate the integral, use v as variable: s = 4/(1−v²), ds/s = 2v dv/(1−v²), R = v(3−v²)/2. With b² = 1 + 4/z,

Π/a = ∫₀¹ dv v²(3−v²)/(b²−v²)
= ∫₀¹ dv [v² + b² − 3 + b²(3−b²)/(b²−v²)]
= −5/3 + 4/z + (1−2/z) b ln[(b+1)/(b−1)].

For large z, b = 1 + 2/z + O(1/z²), and (b+1)(b−1) = 4/z turns the logarithm into ln[(b+1)²z/4] = ln z + 2/z + …. Hence

Π = a[ln z − 5/3 + 6/z + O(ln z/z²)].

Repeating the insertion gives the chain (1/z)(1 + Π + Π² + …). Where this does not converge, G is defined by the Dyson equation G = 1/z + ΠG, so that

G(z) = 1/{z[1 − Π(z)]}.

The neglected diagrams are those with photons inside the pair loop, and those in which more than two photons attach to one loop.

**First derivation: analyticity in the complex plane**

The function Π is analytic except on the cut z = −s, s ≥ 4. Split the kernel as

z/[s(s+z)] = 1/s − 1/(s+z).

Its imaginary part is Im z/|s+z|², so Im Π has the sign of Im z and cannot vanish off the real axis. Just beside the cut, |Im Π| = πρ = αR/3, which is nonzero for s > 4. On the real axis to the right of the cut,

dΠ/dz = ∫₄^∞ ds ρ/(s+z)² > 0.

Thus Π is negative for −4 ≤ z < 0, vanishes at zero, and grows without bound for positive z. The equation Π = 1 has exactly one solution, z = Λ² > 0, for every α > 0. If Λ² ≫ 1, the expansion of Π gives

ln Λ² − 5/3 + 6/Λ² ≃ 3π/α,
Λ² ≃ exp(3π/α + 5/3) − 6.

Near this point 1 − Π ≃ −Π′(Λ²)(z−Λ²), where the prime is d/dz. Therefore

G ≃ −Z/(z−Λ²), Z = 1/[Λ²Π′(Λ²)] ≃ (3π/α)(1 + 6/Λ²).

Comparison with w/(z + M²) shows two defects. The mass squared is −Λ², which makes the excitation tachyonic, and its weight is −Z, which would require a state of negative norm. This is the Landau ghost of the one-loop chain.

Next apply Cauchy's theorem to G(ζ)/(ζ−z). The contour is a large circle, opened at the cut and continued along its two sides. At large |ζ|, G falls as 1/(ζ ln ζ), so the circle contributes nothing in the limit. The enclosed poles at ζ = z, 0 and Λ² contribute

G(z) − 1/z + Z/(z−Λ²).

This must equal the integral along the cut. Define σ(s) = (1/π) Im G(−s−i0). The difference between the upper and lower sides is then −2πiσ. The path runs from −∞ to −4 above the cut and returns below it, so the cut integral is

(1/2πi) ∫_{−∞}^{−4} dx (−2πiσ)/(x−z) = ∫₄^∞ ds σ(s)/(s+z).

On the lower side Im Π = −πρ and G = −1/[s(1−Π)], which gives

σ(s) = ρ(s)/[s|1−Π(−s)|²] > 0.

The complete representation of the resummed propagator is

G(z) = 1/z − Z/(z−Λ²) + ∫₄^∞ ds σ(s)/(s+z).

All the terms are those of a physical spectrum except the second. Redmond's construction keeps the photon pole and the cut and omits the ghost:

G_R(z) = 1/z + ∫₄^∞ ds σ(s)/(s+z) = G(z) + Z/(z−Λ²).

The added term cancels the pole of G and leaves G_R finite at Λ².

**Second derivation: a discrete set of pair states**

The same decomposition follows from real algebra. Replace the pair continuum, cut off at s = S, by N levels s₁ < s₂ < … < s_N with small spacing δ and strengths r_i = ρ(s_i)δ. By the same splitting of the kernel,

h(z) = 1 − Π(z) = κ + Σ_i r_i/(s_i+z), κ = 1 − Σ_i r_i/s_i.

For large z, zG = 1/h tends to 1/κ, so α/κ is the bare coupling of this cut-off model. In the continuum limit in δ, the substitution used above with b = 1 gives, for large S,

κ ≃ 1 − a(ln S − 5/3).

It is negative once S exceeds about exp(3π/α + 5/3). Keeping the observed α fixed while raising the cutoff beyond this scale therefore demands a negative bare e².

Take κ < 0. Multiplying h by all the factors (s_i+z) gives a polynomial of degree N, so h has N zeros. Wherever h is finite,

h′(z) = −Σ_i r_i/(s_i+z)² < 0.

Between neighbouring poles of h it falls from +∞ to −∞ and has one zero. This accounts for N−1 zeros, all at negative z. To the right of −s₁ it falls from +∞ to κ < 0, passing through h(0) = 1, so the last zero lies at positive z. For κ > 0 the last zero lies instead to the left of −s_N, because h rises from −∞ just left of that pole to κ as z → −∞. As κ passes through zero, this ordinary heavy state recedes to z = −∞ and reappears from z = +∞ as the ghost.

All zeros are simple. Since G = 1/(zh) vanishes at infinity, it is the sum of its partial fractions, and the residue at a zero z_j is

1/[z_j h′(z_j)].

Because h′ is negative, the residue has the sign opposite to z_j. A pole at timelike z_j < 0 has positive weight, and a pole at spacelike z_j > 0 has negative weight. The two defects of the ghost thus have one cause. With z_j = −t_j for the N−1 ordinary zeros,

G = 1/z − Z_S/(z−Λ_S²) + Σ_j w_j/(z+t_j), w_j > 0.

It remains to find w_j as δ → 0. Near a zero at z = −t, let s_k be the next level above t and θ = (s_k−t)/δ. The nearby levels are evenly spaced with nearly constant ρ, and Σ_n 1/(n+θ) = π cot πθ when summed symmetrically over all integers. The distant levels supply the principal-value integral. Hence

h(−t) = A(t) + πρ cot πθ, A = 1 − Re Π(−t).

At a zero, cot πθ = −A/(πρ). The derivative is dominated by the nearby levels:

|h′| = (ρ/δ) Σ_n 1/(n+θ)² = (ρ/δ)π²/sin²πθ = (ρ/δ)π²(1 + cot²πθ) = (A² + π²ρ²)/(ρδ).

The weight is therefore

w = 1/(t|h′|) = δ ρ/[t(A² + π²ρ²)] = σ(t)δ,

because A² + π²ρ² = |1−Π(−t)|². There is one zero per spacing, so the sum becomes ∫ds σ/(s+z).

Finally let S → ∞. At each fixed z the function h tends to its continuum form, so Λ_S and Z_S tend to Λ and Z. States above a large mass squared T cannot spoil the limit. The behaviour zG → 1/κ gives Σw_j = Z_S − 1 + 1/κ < Z_S, so for z ≥ 0 these states contribute less than Z_S/T. The representation found by Cauchy's theorem is recovered, and omitting the one negative-weight term again gives G_R = G + Z/(z−Λ²).

**Why perturbation theory does not see the added term**

Hold z fixed and let α → 0⁺. Then Λ² becomes exponentially large, and

G_R − G = Z/(z−Λ²) ≃ −(3π/α) exp(−3π/α − 5/3) in units of 1/m².

Divided by any power α^N this still tends to zero. The added term has a vanishing asymptotic expansion, and G_R inherits the coefficients of G at every order. With Π = αP, the coefficient of αⁿ in both is Pⁿ/z.

The dispersion integral shows the same thing. For n ≥ 1, Pⁿ/z has no pole at z = 0, because P(0) = 0, and it vanishes at infinity. Cauchy's theorem then expresses it through its cut alone, and this cut is the order-αⁿ term of σ. Expanding σ under the integral therefore yields Pⁿ/z. Numerical quadrature confirmed this for n = 1 to 4.

For 0 < z < Λ² we have 0 < Π < 1, so the geometric series converges, and its sum is G. Equality of coefficients does not make G_R the sum, because G_R is not analytic in α at α = 0. The expansion of σ fails where |Π(−s)| ≥ 1, which includes s near Λ² and above. Term-by-term integration therefore need not reproduce the full integral, although it gives the correct asymptotic coefficients. For 0 < z < Λ² the integrated terms do converge, but together with the photon pole they sum to G, not to G_R.

The opening numbers can now be read. For α = 1, Λ² = 65601.457 and Z = 9.42564. At z = 100,

zZ/(z−Λ²) = 942.564/(100 − 65601.457) = −0.01439.

This is the difference between 1.45151894 and 1.46590891. Here Π = 0.318, so the remainder of the series after order N, relative to its sum, is Π^(N+1). Higher orders remove this remainder but leave the offset from G_R.

The added term itself, obtained at z = 100 as the dispersion integral minus G, is −1.439 × 10⁻⁴, −3.614 × 10⁻⁶ and −2.319 × 10⁻⁸ in units of 1/m² for α = 1, 0.7 and 0.5. Between the first two couplings it falls as if it were α to the power 10.3, and between the last two as α to the power 15.0. The leading law has the local power

d ln|G_R−G|/d ln α = 3π/α − 1,

which is 8.4, 12.5 and 17.8 at the three couplings. The measured averages lie between these values, and the power grows without limit as α decreases.

**The coupling at short distance**

Define the one-loop coupling αzG and the Redmond coupling α_R = αzG_R. From the spectral form,

zG_R = 1 + ∫₄^∞ ds σ(s) z/(s+z),

which increases steadily with z. Since zG → 0 at infinity while zZ/(z−Λ²) → Z, the limit is

1 + ∫₄^∞ ds σ(s) = Z.

The Redmond coupling therefore rises from α to αZ ≃ 3π, a finite limit which for Λ² ≫ m² hardly depends on α.

For z ≫ 1 and Λ² ≫ 1, put y = ln(z/Λ²). Then 1−Π ≃ −ay and Z ≃ 1/a, so

α_R ≃ 3π[1/(1−e^(−y)) − 1/y].

Near y = 0 the first term in the bracket is 1/y + 1/2 + O(y). The poles cancel, and α_R(Λ²) ≃ 3π/2. For large y the approach to 3π is slow, with relative deficit 1/y.

For α = 1 the two couplings are:

Q² = 10 m²: one-loop 1.129, Redmond 1.128
Q² = 10⁴ m²: one-loop 5.01, Redmond 3.32
Q² = 10⁶ m²: one-loop −3.46, Redmond 6.63
Q² = 10¹² m²: one-loop −0.57, Redmond 8.86

The one-loop coupling diverges at Λ² and returns with the opposite sign. The Redmond coupling passes through 4.713 there, against 3π/2 = 4.712, and tends to 9.426, against 3π = 9.425. These small excesses are mass corrections of relative order m²/Λ². The two functions thus agree closely far below Λ and differ completely near it.

For the physical coupling, 1/α = 137.036, with the electron loop alone, 3π/α = 1291.53 and

log₁₀(Λ/m) = (1291.53 + 1.67)/(2 ln 10) = 280.8,

or Λ ≈ 10^277.5 GeV. At Q² = m² the added term is negative, with magnitude about 10^−558.5 in units of 1/m². The other charged particles are left out of this estimate.

**What each derivation assumes**

Both derivations assume the one-loop pair density, its iteration as a chain, and a photon pole of unit residue. Beyond that they differ.

The first needs G as an analytic function in the cut plane and its decay at infinity. It works directly in the continuum and also settles uniqueness. Suppose two propagators have the same photon pole and the same cut discontinuity, no other singularities, and vanish at infinity. Their difference is then analytic everywhere and vanishes at infinity, so by Liouville's theorem it is zero. Under these conditions G_R is the only choice.

The second needs no complex contour, but it assumes that the pair continuum is the limit of closely spaced levels, with the spacing removed before the cutoff. In return it shows where the ghost comes from: at fixed observed charge, a sufficiently high cutoff makes the bare e² negative. It also ties the negative weight of the pole to its spacelike position.

Neither derivation makes the omission of the ghost a consequence of the original dynamics. It is an added requirement on the spectrum. If the timelike spectrum may also change, by extra weight on the cut or by an extra pole below it, then a term such as c exp(−3π/α)/(z+M²), with fixed c > 0 and M² > 0, can be added to G_R. It is positive and equally invisible to perturbation theory, so the perturbative coefficients and positivity together do not select G_R.

Nor is G_R the chain built from the original Π. If one writes G_R = 1/[z(1−Π_R)], then Π_R → 1 − 1/Z at infinity, which is below 1, whereas the one-loop Π grows without bound. The construction has changed the self-energy.

Finally, the pole arises where the one-loop coupling diverges, and there the neglected diagrams have no small parameter to suppress them. The ghost is a proven property of the one-loop chain, not of full quantum electrodynamics, and the limit 3π is likewise a property of this particular repair. The supporting values are in the numerical output below.

Calculated quantities

```
Units: hbar = c = 1, m = electron mass
model coupling alpha = 1.0
ghost position Lam2 = 65601.457 m^2
estimate exp(3pi/alpha+5/3) = 65607.456 m^2
ghost residue of G (contour) = -9.425640
Z from slope of Pi = 9.425640;  3pi/alpha = 9.424778
1 + integral of sigma = 9.425640
Q^2 (m^2) | one-loop coupling | Redmond coupling
  1e+01 | 1.129265 | 1.127828
  1e+03 | 2.255955 | 2.110050
  1e+04 | 5.011834 | 3.316619
  1e+06 | -3.459812 | 6.627575
  1e+12 | -0.569832 | 8.855808
Redmond coupling at Lam2 = 4.713251;  3pi/2 = 4.712389
Redmond coupling at infinity = 9.425640;  3pi = 9.424778
At Q^2 = 100 m^2, alpha = 1: Pi = 0.317829
  Q^2 G = 1.46590891;  Q^2 G_R = 1.45151894
  series to order 2: sum-Q^2G = -4.706e-02, sum-Q^2G_R = -3.267e-02
  series to order 5: sum-Q^2G = -1.511e-03, sum-Q^2G_R = 1.288e-02
  series to order 10: sum-Q^2G = -4.901e-06, sum-Q^2G_R = 1.439e-02
  series to order 20: sum-Q^2G = -5.154e-11, sum-Q^2G_R = 1.439e-02
Added term G_R-G at Q^2 = 100 m^2, in 1/m^2
  alpha = 1.0: integral minus G = -1.43900e-04, leading law = -1.43654e-04
  alpha = 0.7: integral minus G = -3.61439e-06, leading law = -3.61428e-06
  alpha = 0.5: integral minus G = -2.31856e-08, leading law = -2.31856e-08
effective power of alpha, 1.0 to 0.7: 10.33
effective power of alpha, 0.7 to 0.5: 15.01
physical alpha: 1/alpha = 137.035999
  log10(Lam/m) = 280.815
  log10(Lam/GeV) = 277.523
  Z = 1291.534
  log10 of |G_R-G| m^2 at Q^2 = m^2: -558.52
```
